**Minimal coupling and the symmetrized Lorentz force**

For a spinless charge $q$ of mass $m$ in prescribed potentials $\mathbf A$ and $\phi$, the Lagrangian $L=mv^2/2+q\mathbf v\cdot\mathbf A-q\phi$ gives $H=(\mathbf p-q\mathbf A)^2/2m+q\phi$. With $\mathbf v=(\mathbf p-q\mathbf A)/m$, the Heisenberg equations give $m\,d\mathbf v/dt=q\mathbf E+(q/2)(\mathbf v\times\mathbf B-\mathbf B\times\mathbf v)$, where $\mathbf E$ and $\mathbf B$ are the electric and magnetic fields. The program asserts the classical equation of motion, the Legendre transform, the velocity commutator, the force and the curl identity symbolically, for arbitrary potentials and an arbitrary wave function. It then propagates a Gaussian electron packet in a nonuniform magnetic field and asserts that the velocity and acceleration of its mean position, found from the density, agree with the operator means to within $10^{-6}$ atomic units. At $t=0$ the mean force is $(-0.375, 0.480)$ hartree/bohr, while the classical force at the mean position and velocity is $(-0.325, 0.480)$ hartree/bohr. The unsymmetrized product would add an imaginary part of $-0.050$ hartree/bohr to the $y$ force. At $t=1$ atomic unit both components of the mean force differ from the classical estimate.

## Numerical verification

```python
"""
Minimal coupling of a spinless charge q, mass m, to prescribed potentials A, phi.
Result under test:
    L = m v^2/2 + q v.A - q phi   gives   H = (p - qA)^2/(2m) + q phi,
and the Heisenberg equations give, with v = (p - qA)/m,
    m dv/dt = q E + (q/2)(v x B - B x v),
    E = -grad phi - dA/dt (partial),  B = curl A.
Part 1 checks the operator algebra for arbitrary A, phi and wave function.
Part 2 propagates a wave packet and compares the acceleration of its mean
position with the mean force. Part 2 uses Hartree atomic units (hbar = m = 1).
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants

# ---------------- Part 1: symbolic checks with arbitrary fields ----------------
x, y, z, t = sp.symbols("x y z t", real=True)
m, hbar = sp.symbols("m hbar", positive=True)
q = sp.symbols("q", real=True)
R = (x, y, z)
A = [sp.Function(name)(x, y, z, t) for name in ("Ax", "Ay", "Az")]
phi = sp.Function("phi")(x, y, z, t)
psi = sp.Function("psi")(x, y, z)


def curl(F):
    return [sp.diff(F[(i + 2) % 3], R[(i + 1) % 3])
            - sp.diff(F[(i + 1) % 3], R[(i + 2) % 3]) for i in range(3)]


def is_zero(expression):
    return sp.expand(sp.expand(expression).doit()) == 0


B = curl(A)
E = [-sp.diff(phi, R[i]) - sp.diff(A[i], t) for i in range(3)]

# Classical mechanics: velocity and acceleration are independent symbols
V = sp.symbols("v_x v_y v_z", real=True)
ACC = sp.symbols("a_x a_y a_z", real=True)
P = sp.symbols("p_x p_y p_z", real=True)
L = sum(m * V[i]**2 / 2 + q * V[i] * A[i] for i in range(3)) - q * phi


def total_time_derivative(f):
    return sp.diff(f, t) + sum(V[j] * sp.diff(f, R[j])
                               + ACC[j] * sp.diff(f, V[j]) for j in range(3))


for i in range(3):
    j, k = (i + 1) % 3, (i + 2) % 3
    euler_lagrange = total_time_derivative(sp.diff(L, V[i])) - sp.diff(L, R[i])
    lorentz = q * (E[i] + V[j] * B[k] - V[k] * B[j])
    assert is_zero(euler_lagrange - (m * ACC[i] - lorentz))

v_of_p = {V[i]: sp.solve(sp.diff(L, V[i]) - P[i], V[i])[0] for i in range(3)}
H_legendre = (sum(P[i] * V[i] for i in range(3)) - L).subs(v_of_p)
H_claimed = sum((P[i] - q * A[i])**2 for i in range(3)) / (2 * m) + q * phi
assert is_zero(H_legendre - H_claimed)


# Quantum mechanics: operators act on an arbitrary wave function
def p_op(i, f):
    return -sp.I * hbar * sp.diff(f, R[i])


def v_op(i, f):
    return sp.expand((p_op(i, f) - q * A[i] * f) / m)


def H_op(f):
    kinetic = sum(v_op(i, v_op(i, f)) for i in range(3)) * m / 2
    return sp.expand(kinetic + q * phi * f)


H_psi = H_op(psi)
ordering = sum(p_op(i, A[i] * psi) - A[i] * p_op(i, psi) for i in range(3))
divergence = sum(sp.diff(A[i], R[i]) for i in range(3))
assert is_zero(ordering + sp.I * hbar * divergence * psi)
curl_B = curl(B)

for i in range(3):
    j, k = (i + 1) % 3, (i + 2) % 3
    # rate of change of position is the velocity operator
    r_dot = sp.I / hbar * (H_op(R[i] * psi) - R[i] * H_psi)
    assert is_zero(r_dot - v_op(i, psi))
    # commutator of two velocity components
    v_commutator = v_op(i, v_op(j, psi)) - v_op(j, v_op(i, psi))
    assert is_zero(v_commutator - sp.I * hbar * q / m**2 * B[k] * psi)
    # rate of change of m v, including its explicit time dependence
    mv_dot = (sp.I * m / hbar * (H_op(v_op(i, psi)) - v_op(i, H_psi))
              - q * sp.diff(A[i], t) * psi)
    v_cross_B = v_op(j, B[k] * psi) - v_op(k, B[j] * psi)
    B_cross_v = B[j] * v_op(k, psi) - B[k] * v_op(j, psi)
    force = q * E[i] * psi + q / 2 * (v_cross_B - B_cross_v)
    assert is_zero(mv_dot - force)
    # the unsymmetrized product differs by a term in curl B
    assert is_zero(v_cross_B + B_cross_v + sp.I * hbar / m * curl_B[i] * psi)

# ---------------- Part 2: wave packet in an inhomogeneous field ----------------
charge = -1.0
B0, gradient = 0.5, 0.1        # B_z = B0 + gradient * x
Ex, Ey = 0.05, 0.02            # Ex from phi, Ey from the time dependence of A
width, kx0, ky0 = 1.0, 1.0, 0.5

n_grid, box = 64, 24.0
axis = (np.arange(n_grid) - n_grid // 2) * box / n_grid
X, Y = np.meshgrid(axis, axis, indexing="ij")
wave_numbers = 2 * np.pi * np.fft.fftfreq(n_grid, box / n_grid)
KX, KY = np.meshgrid(wave_numbers, wave_numbers, indexing="ij")
cell = (box / n_grid)**2
Bz = B0 + gradient * X


def A_y(time):
    return B0 * X + gradient * X**2 / 2 - Ey * time


def apply_H(f, time):
    """(p - qA)^2/2 + q phi; A_y does not depend on y, so p_y and A_y commute."""
    a = A_y(time)
    fk = np.fft.fft2(f)
    return (np.fft.ifft2((KX**2 + KY**2) / 2 * fk)
            - charge * a * np.fft.ifft2(KY * fk)
            + (charge**2 * a**2 / 2 - charge * Ex * X) * f)


def propagate(f, start, stop, steps):
    """Fourth-order Runge-Kutta solution of i df/dt = H(t) f."""
    dt = (stop - start) / steps
    for n in range(steps):
        s = start + n * dt
        k1 = -1j * apply_H(f, s)
        k2 = -1j * apply_H(f + dt / 2 * k1, s + dt / 2)
        k3 = -1j * apply_H(f + dt / 2 * k2, s + dt / 2)
        k4 = -1j * apply_H(f + dt * k3, s + dt)
        f = f + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    return f


def mean_position(f):
    density = np.abs(f)**2
    return np.array([np.sum(X * density), np.sum(Y * density)]) / density.sum()


def motion_from_density(f, time, h=0.05):
    """Velocity and acceleration of the mean position by finite differences."""
    r = {0: mean_position(f)}
    for sign in (1, -1):
        g = f
        for n in (1, 2):
            g = propagate(g, time + sign * (n - 1) * h, time + sign * n * h, 20)
            r[sign * n] = mean_position(g)
    velocity = (r[-2] - 8 * r[-1] + 8 * r[1] - r[2]) / (12 * h)
    acceleration = (-r[-2] + 16 * r[-1] - 30 * r[0] + 16 * r[1] - r[2]) / (12 * h**2)
    return velocity, acceleration


def operator_means(f, time):
    """Mean velocity, mean symmetrized force, mean unsymmetrized y force."""
    def vx(g):
        return np.fft.ifft2(KX * np.fft.fft2(g))

    def vy(g):
        return np.fft.ifft2(KY * np.fft.fft2(g)) - charge * A_y(time) * g

    def mean(g):
        return np.sum(f.conj() * g) * cell

    velocity = np.array([mean(vx(f)).real, mean(vy(f)).real])
    fx = charge * (Ex + (mean(vy(Bz * f)) + mean(Bz * vy(f))) / 2)
    fy = charge * (Ey - (mean(vx(Bz * f)) + mean(Bz * vx(f))) / 2)
    fy_plain = charge * (Ey - mean(vx(Bz * f)))
    assert abs(fx.imag) < 1e-8 and abs(fy.imag) < 1e-8
    return velocity, np.array([fx.real, fy.real]), fy_plain


packet = np.exp(-(X**2 + Y**2) / (4 * width**2) + 1j * (kx0 * X + ky0 * Y))
packet = packet / np.sqrt(np.sum(np.abs(packet)**2) * cell)

print("Model: electron, B_z = B0 + g x, Gaussian packet")
print(f"charge q = {charge:.0f} e, mass m = 1 electron mass")
print(f"B0 = {B0:.2f} a.u. of magnetic field")
print(f"g = {gradient:.2f} a.u. of magnetic field per bohr")
print(f"E_x (from phi) = {Ex:.2f} a.u. of electric field")
print(f"E_y (from dA/dt) = {Ey:.2f} a.u. of electric field")
print(f"width s = {width:.2f} bohr")
print(f"k_x, k_y = {kx0:.2f}, {ky0:.2f} 1/bohr")
tesla = physical_constants["atomic unit of mag. flux density"][0]
print(f"one a.u. of magnetic field = {tesla:.4e} T")

newton = physical_constants["atomic unit of force"][0]
state = packet
for time in (0.0, 1.0):
    if time > 0:
        state = propagate(packet, 0.0, time, 400)
    norm = np.sum(np.abs(state)**2) * cell
    assert abs(norm - 1) < 1e-8
    position = mean_position(state)
    v_density, a_density = motion_from_density(state, time)
    v_mean, f_mean, fy_plain = operator_means(state, time)
    B_at_mean = B0 + gradient * position[0]
    f_classical = charge * np.array([Ex + v_mean[1] * B_at_mean,
                                     Ey - v_mean[0] * B_at_mean])
    # finite-difference and time-step errors are far below these tolerances
    assert np.allclose(v_density, v_mean, atol=1e-6, rtol=0)
    assert np.allclose(a_density, f_mean, atol=1e-6, rtol=0)
    # the classical force at the mean values is measurably different
    assert np.linalg.norm(a_density - f_classical) > 1e-2
    # imaginary part of the plain product: q hbar g / (2m)
    assert abs(fy_plain.imag - charge * gradient / 2) < 1e-8
    if time == 0:
        # Gaussian averages: <x^2> = s^2, odd moments vanish
        fx_closed = charge * (Ex + ky0 * B0) - 1.5 * charge**2 * gradient * B0 * width**2
        fy_closed = charge * (Ey - kx0 * B0)
        assert np.allclose(a_density, [fx_closed, fy_closed], atol=1e-6, rtol=0)
        shift = -charge**2 * gradient * B0 * width**2
        assert abs(a_density[0] - f_classical[0] - shift) < 1e-6
    print(f"--- t = {time:.1f} a.u. of time ---")
    print(f"mean position x, y = {position[0]+0.0:.5f}, {position[1]+0.0:.5f} bohr")
    print(f"velocity from density = {v_density[0]:.5f}, {v_density[1]:.5f} a.u. of velocity")
    print(f"mean of (p - qA)/m = {v_mean[0]:.5f}, {v_mean[1]:.5f} a.u. of velocity")
    print(f"m * acceleration from density = {a_density[0]:.5f}, {a_density[1]:.5f} hartree/bohr")
    print(f"mean symmetrized force = {f_mean[0]:.5f}, {f_mean[1]:.5f} hartree/bohr")
    print(f"classical force at mean values = {f_classical[0]:.5f}, {f_classical[1]:.5f} hartree/bohr")
    difference = f_mean - f_classical
    print(f"mean minus classical force = {difference[0]:.5f}, {difference[1]:.5f} hartree/bohr")
    print(f"imaginary part of plain y force = {fy_plain.imag:.5f} hartree/bohr")
    f_nano = f_mean * newton * 1e9
    print(f"mean symmetrized force = {f_nano[0]:.2f}, {f_nano[1]:.2f} nN")

print("all tests passed")
```

Running it gives:

```
Model: electron, B_z = B0 + g x, Gaussian packet
charge q = -1 e, mass m = 1 electron mass
B0 = 0.50 a.u. of magnetic field
g = 0.10 a.u. of magnetic field per bohr
E_x (from phi) = 0.05 a.u. of electric field
E_y (from dA/dt) = 0.02 a.u. of electric field
width s = 1.00 bohr
k_x, k_y = 1.00, 0.50 1/bohr
one a.u. of magnetic field = 2.3505e+05 T
--- t = 0.0 a.u. of time ---
mean position x, y = 0.00000, -0.00000 bohr
velocity from density = 1.00000, 0.55000 a.u. of velocity
mean of (p - qA)/m = 1.00000, 0.55000 a.u. of velocity
m * acceleration from density = -0.37500, 0.48000 hartree/bohr
mean symmetrized force = -0.37500, 0.48000 hartree/bohr
classical force at mean values = -0.32500, 0.48000 hartree/bohr
mean minus classical force = -0.05000, 0.00000 hartree/bohr
imaginary part of plain y force = -0.05000 hartree/bohr
mean symmetrized force = -30.90, 39.55 nN
--- t = 1.0 a.u. of time ---
mean position x, y = 0.76381, 0.76275 bohr
velocity from density = 0.48337, 0.93719 a.u. of velocity
mean of (p - qA)/m = 0.48337, 0.93719 a.u. of velocity
m * acceleration from density = -0.63617, 0.25215 hartree/bohr
mean symmetrized force = -0.63617, 0.25215 hartree/bohr
classical force at mean values = -0.59018, 0.25860 hartree/bohr
mean minus classical force = -0.04599, -0.00645 hartree/bohr
imaginary part of plain y force = -0.05000 hartree/bohr
mean symmetrized force = -52.41, 20.77 nN
all tests passed
```
